# Franz–Keldysh Absorption and Its Broadened Third-Derivative Limit, part 2

A uniform field \(F>0\) along \(+z\) changes the dielectric function \(\varepsilon\) of a semiconductor near its direct gap \(E_g\). When is the change quadratic in \(F\)? At the gap, in the example below, doubling the field from 1 to 2 kV/cm multiplies its magnitude by 3.98, but from 8 to 16 kV/cm by only 2.87 (Section 1).

The photon energy is \(E=\hbar\omega\), the electron charge \(-e\), the reduced mass \(\mu\), and the free-electron mass \(m\). Two parabolic bands have a constant momentum element \(\hat{\mathbf e}\cdot\mathbf p\); Coulomb attraction is neglected. The electron–hole separation is \(\mathbf r\), with component \(z\) along the field. Pair states obey \(H\varphi_n=E_n\varphi_n\), with

\[
H=-a\nabla^2+eFz,\qquad a=\frac{\hbar^2}{2\mu}.
\]

The field scales are

\[
l=\left(\frac{a}{eF}\right)^{1/3},\qquad
\Theta=\hbar\theta=eFl=(a e^2F^2)^{1/3},
\]

\[
W=\hbar\Omega=\frac{\Theta}{4^{1/3}},\qquad
W^3=\frac{ae^2F^2}{4}=\frac{e^2F^2\hbar^2}{8\mu}.
\]

For energy \(E_z\) along the field, \(u=z/l-E_z/\Theta\) gives the Airy equation \(d^2f/du^2=uf\); \(\mathrm{Ai}\) decays uphill. The transverse energy is \(E_\perp=ak_\perp^2\), with \(d^2k_\perp/(2\pi)^2=dE_\perp/(4\pi a)\).

Without broadening, the Franz–Keldysh absorption (Section 5) is

\[
E^2\varepsilon_2=B\sqrt{\Theta}\;\pi
\left[\mathrm{Ai}'(\eta)^2-\eta\,\mathrm{Ai}(\eta)^2\right],
\qquad \eta=\frac{E_g-E}{\Theta},
\]

where \(\varepsilon_2=\operatorname{Im}\varepsilon\) and \(B=Q/(4\pi a^{3/2})\). It follows from \(\frac{d}{ds}[s\mathrm{Ai}^2-\mathrm{Ai}'^2]=\mathrm{Ai}^2\). Above the gap it oscillates with amplitude linear in \(F\).

With coherence decaying as \(e^{-\Gamma t/\hbar}\), the resonant part of \(E^2\varepsilon\) is (Section 10)

\[
R(E)=Q\int dE'\,\frac{J(E')}{E'-E-i\Gamma},
\]

\[
J(E)=\sum_n|\varphi_n(0)|^2\,\delta(E_g+E_n-E).
\]

Let \(x=E-E_g+i\Gamma\). At zero field \(R_0=\text{constant}+Bg_0(x)\), with \(g_0(x)=i\sqrt x\); in the field \(R=\text{constant}+Bg(x)\), with the same constant.

Example: \(E_g=1.5\) eV, \(\mu=0.06\,m\), \(2|\hat{\mathbf e}\cdot\mathbf p|^2/m=10\) eV, background dielectric constant 12.25, \(\Gamma=10\) meV, \(a=0.6350\) eV nm², \(B=2.168\) eV\(^{3/2}\). The absorption coefficient is \(\alpha=E\varepsilon_2/(\hbar cn)\), with refractive index \(n=3.5\).

## 11. Closed form in the field

The complex \(g\) follows from the resolvent of the motion along \(z\). Besides \(\mathrm{Ai}\) we need the solution \(Y=\mathrm{Bi}+i\mathrm{Ai}\) of the Airy equation. Far downhill, at \(u=-X\), it behaves as

\[
Y\simeq\frac{e^{i(2X^{3/2}/3+\pi/4)}}{\sqrt\pi X^{1/4}} .
\]

This is an outgoing wave, and it decays when the energy has a positive imaginary part. Inserting the downhill forms gives the Wronskian \(\mathrm{Ai}Y'-\mathrm{Ai}'Y=1/\pi\), which is constant because the Airy equation has no first-derivative term.

In the variable \(u\) the resolvent \(G\) obeys \(-G''+uG=\delta(u-u')/(l\Theta)\), so its slope jumps by \(-1/(l\Theta)\) at \(u=u'\). A product of \(\mathrm{Ai}\) on the uphill side and \(Y\) on the downhill side meets this condition with the factor \(\pi/(l\Theta)\). At zero separation \(G=\pi\,\mathrm{Ai}(s)Y(s)/(l\Theta)\), where \(s=\eta+E_\perp/\Theta\) and now \(\eta=-x/\Theta\) is complex. The transverse sum is

\[
R=\frac{Q}{4\pi a}\int_0^\infty dE_\perp\,G
=\frac{Q}{4al}\int_\eta\mathrm{Ai}(s)Y(s)\,ds .
\]

As for \(\mathrm{Ai}^2\), the integrand is the derivative of \(s\mathrm{Ai}Y-\mathrm{Ai}'Y'\). At a large cutoff energy \(\Lambda\) the upper limit contributes \(\sqrt{\Lambda/\Theta}/\pi\) to the integral. Multiplied by the prefactor \(\pi B\sqrt\Theta\), this is the field-independent constant \(B\sqrt\Lambda\). What remains is

\[
g(x)=\pi\sqrt\Theta\left[\mathrm{Ai}'(\eta)Y'(\eta)-\eta\,\mathrm{Ai}(\eta)Y(\eta)\right].
\]

For real \(\eta\) its imaginary part is the Franz–Keldysh absorption. The full values below come from this formula. The change \(g-g_0\) was tested against direct diagonalization of the motion along \(z\) on a grid, with the transverse integral done analytically, at two fields and five photon energies. The largest deviation was \(10^{-5}\) of the largest change.

## 12. The same response in time

The weak-field law is easier to see in time. With \(\tau=t/\hbar\), which has the unit of inverse energy,

\[
\frac1{E'-E-i\Gamma}=i\int_0^\infty d\tau\,e^{i(E+i\Gamma-E')\tau}.
\]

Summing over states turns \(J\) into the amplitude that a pair created at zero separation is found there again after time \(\tau\):

\[
R=iQ\int_0^\infty d\tau\,e^{ix\tau}C(\tau),\qquad
C(\tau)=\langle\mathbf r=0|e^{-iH\tau}|\mathbf r=0\rangle .
\]

In \(\mathbf k\)-space \(z=i\partial/\partial k_z\), so the wave function obeys

\[
\left(\frac{\partial}{\partial\tau}-eF\frac{\partial}{\partial k_z}\right)\tilde\psi
=-iak^2\tilde\psi .
\]

The wave vector moves as \(dk_z/d\tau=-eF\). A component that ends at \(k_z\) had the value \(k_z+eFs\) at a time \(s\) before the end. The initial state \(\delta(\mathbf r)\) has \(\tilde\psi=1\) for every \(\mathbf k\), hence

\[
C(\tau)=\int\frac{d^3k}{(2\pi)^3}
\exp\left\{-ia\left[k_\perp^2\tau+\int_0^\tau(k_z+eFs)^2ds\right]\right\}.
\]

Measure time from the middle of the interval, \(s=\tau/2+s'\), and set \(q=k_z+eF\tau/2\). The term linear in \(F\) cancels by symmetry:

\[
\int_{-\tau/2}^{\tau/2}(q+eFs')^2ds'=q^2\tau+\frac{e^2F^2\tau^3}{12}.
\]

The field has added the phase \(-ae^2F^2\tau^3/12=-W^3\tau^3/3\), the same for every \(q\). The three Gaussian integrals give \((4\pi ia\tau)^{-3/2}\), as without a field. Thus

\[
C(\tau)=\frac{e^{-3i\pi/4}}{(4\pi a\tau)^{3/2}}\,e^{-iW^3\tau^3/3}.
\]

With \(Q(4\pi a)^{-3/2}=B/(2\sqrt\pi)\) and \(i\,e^{-3i\pi/4}=e^{-i\pi/4}\), the change caused by the field is

\[
\Delta g=g-g_0=\frac{e^{-i\pi/4}}{2\sqrt\pi}\int_0^\infty
\frac{d\tau}{\tau^{3/2}}\,e^{ix\tau}\left(e^{-iW^3\tau^3/3}-1\right).
\]

It converges at \(\tau=0\), where the bracket vanishes as \(\tau^3\).

## 13. The third derivative

The factor \(e^{ix\tau}\) has magnitude \(e^{-\Gamma\tau}\), so times much longer than \(1/\Gamma\) do not matter. If \(W\ll\Gamma\), the cubic phase is small over the whole relevant range, and

\[
e^{-iW^3\tau^3/3}-1\simeq-\frac{i}{3}W^3\tau^3 .
\]

Under the integral, \(\tau e^{ix\tau}=-i\,\partial_x e^{ix\tau}\), so \(\tau^3\) becomes \((-i)^3\partial_x^3=i\,\partial_x^3\). The coefficient is \((-i/3)(i)=1/3\):

\[
\Delta g\simeq\frac{W^3}{3}\,\frac{\partial^3g_0}{\partial x^3}.
\]

The zero-field integral needs a constant subtracted at small \(\tau\), which the derivative removes. Since \(\partial_x=\partial_E\), and a constant background in \(\varepsilon\) or in \(E^2\varepsilon\) also has no third derivative after multiplication by the proper power of \(E\), we obtain Aspnes's result

\[
\boxed{\Delta\varepsilon=\frac{(\hbar\Omega)^3}{3E^2}\,
\frac{\partial^3}{\partial E^3}\left(E^2\varepsilon\right)
=\frac{e^2F^2\hbar^2}{24\mu E^2}\,
\frac{\partial^3}{\partial E^3}\left(E^2\varepsilon\right)}
\]

with the unperturbed, broadened \(\varepsilon\) on the right. A rigid shift \(\delta\) of the gap would add a phase \(-\delta\tau\) and produce a first derivative. Acceleration adds a phase in \(\tau^3\), hence the third.

The derivative acts on \(E^2\varepsilon\). By the product rule, \(\partial^3(E^2\varepsilon)=E^2\varepsilon'''+6E\varepsilon''+6\varepsilon'\). Near the edge \(|\varepsilon''/\varepsilon'''|\simeq\tfrac23|x|\), so dropping the last two terms costs a relative error of about \(4\Gamma/E\) at the gap. For the example this is 2.7 per cent, as the numerical derivatives confirm. In this sense, near a sharp edge, the change is the third derivative of \(\varepsilon\) itself.

## 14. How weak is weak?

For real \(y\), \(|e^{-iy}-1+iy|\le y^2/2\). With \(y=W^3\tau^3/3\) this bounds the error at every photon energy:

\[
\left|\Delta g-\frac{W^3}{3}g_0'''\right|
\le\frac{W^6}{36\sqrt\pi}\int_0^\infty\tau^{9/2}e^{-\Gamma\tau}d\tau
=\frac{945}{1152}\,\frac{W^6}{\Gamma^{11/2}} .
\]

The integral equals \(945\sqrt\pi/(32\,\Gamma^{11/2})\). For comparison, \(g_0'''=\tfrac{3i}{8}x^{-5/2}\), so the law itself reads

\[
\Delta\varepsilon\simeq\frac{iBW^3}{8E^2}\,x^{-5/2},
\]

and at the gap, where \(x=i\Gamma\), the magnitude of \(\Delta g\) is \(W^3/(8\Gamma^{5/2})\). Relative to this edge value, the error is at most

\[
\frac{105}{16}\left(\frac W\Gamma\right)^3=6.56\left(\frac W\Gamma\right)^3 .
\]

The condition is thus \(W\ll\Gamma\), with a sizeable coefficient. At \(W=\Gamma/3\) the bound is already 24 per cent. In the wings, where the signal is smaller, the bound is less informative relative to the local signal.

There is a mechanical reading. During the time \(1/\Gamma\) the field changes the wave vector by \(eF/\Gamma\), while the edge region extends to \(\sqrt{\Gamma/a}\). The square of their ratio is \(4(W/\Gamma)^3\). At 2 kV/cm the two wave vectors are 0.020 and 0.125 nm⁻¹.

The next term in the expansion is \(W^6g_0^{(6)}/18\). Divided by the leading term it is \(-\tfrac{105}{16}(W/x)^3\). At the gap \((1/i)^3=i\), so this ratio is imaginary: the first correction turns the phase of \(\Delta\varepsilon\) and hardly alters its magnitude. Continuing the series does not give a convergent result. From term \(n\) to term \(n+1\) the magnitude changes by

\[
\frac{W^3}{3(n+1)|x|^3}\left(3n-\tfrac12\right)\left(3n+\tfrac12\right)\left(3n+\tfrac32\right),
\]

which grows as \(n^2\). The series is asymptotic.

## 15. The field scan

At 2 kV/cm, or \(2\times10^{-4}\) V/nm, \(W^3=0.6350\times4\times10^{-8}/4=6.35\times10^{-9}\) eV³, so \(W=1.85\) meV. The law gives at the gap

\[
|\Delta\varepsilon|=\frac{BW^3}{8E_g^2\Gamma^{5/2}}
=\frac{2.168\times6.35\times10^{-9}}{8\times2.25\times10^{-5}}
=7.65\times10^{-5}.
\]

In the scan, the error is the magnitude of the complex difference between the full value and the law, relative to the law.

| \(F\) (kV/cm) | \(W/\Gamma\) | \(\lvert\Delta\varepsilon\rvert\), full | \(\lvert\Delta\varepsilon\rvert\), law | error | bound |
|---:|---:|---:|---:|---:|---:|
| 1 | 0.117 | 1.91×10⁻⁵ | 1.91×10⁻⁵ | 0.010 | 0.010 |
| 2 | 0.185 | 7.61×10⁻⁵ | 7.65×10⁻⁵ | 0.040 | 0.042 |
| 4 | 0.294 | 2.92×10⁻⁴ | 3.06×10⁻⁴ | 0.13 | 0.17 |
| 8 | 0.467 | 1.00×10⁻³ | 1.22×10⁻³ | 0.31 | 0.67 |
| 16 | 0.741 | 2.88×10⁻³ | 4.90×10⁻³ | 0.55 | 2.7 |

This accounts for the two doublings of Section 1. At 2 kV/cm the complex value is off by 4 per cent and the magnitude by only 0.6 per cent. The first correction, \(-0.042i\) relative to the law, accounts for most of the 4 per cent, but being imaginary it would raise the magnitude by only 0.09 per cent. The fall in magnitude comes mainly from the next term, which at the gap is real and negative; the ratio formula of Section 14 gives it as \(6.56\times29.8\,(W/\Gamma)^6\approx0.008\). When \(\Theta\gg\Gamma\), the closed form at the gap grows as \(\sqrt\Theta\), so the doubling factor tends to \(2^{1/3}=1.26\). The approach is slow, because the subtracted \(g_0\), of size \(\sqrt\Gamma\), stays comparable to \(g\). The factor is 1.72 from 100 to 200 kV/cm and 1.48 from 500 to 1000 kV/cm. It is still 1.35 from 5000 kV/cm, where \(\Theta=0.54\) eV is a third of the gap and the neglect of band mixing is no longer justified.

## 16. Line shape and the lost oscillations

Write \(x=|x|e^{i\phi}\), where \(\phi\) runs from 0 far above the gap to \(\pi\) far below. Since \(i\,x^{-5/2}\) has phase \(\pi/2-5\phi/2\), the real part of \(\Delta\varepsilon\) follows \(\sin(5\phi/2)\) and the imaginary part \(\cos(5\phi/2)\). With \(E-E_g=\Gamma\cot\phi\), the imaginary part changes sign at \(+1.38\,\Gamma\) and \(-0.32\,\Gamma\), the real part at the mirrored positions. At 2 kV/cm the values are, in units of \(10^{-4}\):

| \(E-E_g\) (meV) | full | law |
|---:|---:|---:|
| −10 | −0.126+0.297i | −0.125+0.301i |
| 0 | −0.559−0.516i | −0.541−0.541i |
| 10 | 0.298−0.119i | 0.293−0.121i |
| 20 | 0.091+0.040i | 0.091+0.040i |

In this regime the field only scales the signal, as \(F^2\); the shape and width are set by \(\Gamma\), which also enters the size as \(\Gamma^{-5/2}\).

The oscillations linear in \(F\) have not been forgotten. In the time integral they come from the stationary point of \((E-E_g)\tau-\Theta^3\tau^3/12\), at

\[
\tau_*=\frac{2\sqrt{E-E_g}}{\Theta^{3/2}} .
\]

This is the time after which a pair that set out uphill returns to zero separation. For \(\Gamma\ll E-E_g\), where the stationary point stays close to this real value, decay of coherence multiplies its contribution by

\[
e^{-\Gamma\tau_*}=\exp\left[-\frac{2\Gamma\sqrt{E-E_g}}{\Theta^{3/2}}\right].
\]

Because \(\Theta^{3/2}\propto F\), this vanishes faster than any power of \(F\). At 2 kV/cm and 20 meV above the gap the exponent is \(-17.7\). Here \(\Gamma\) is half the detuning, so one should use the complex stationary point, whose exponent \(-\tfrac43\operatorname{Im}x^{3/2}/\Theta^{3/2}\) is \(-17.9\); either way the factor is about \(2\times10^{-8}\). Broadening removes the returning pairs and leaves the short-time response, which is quadratic in \(F\).

## 17. Where the law stops

The response also has an antiresonant part, with denominator \(E'+E+i\Gamma\). It equals \(B\) times the complex conjugate of \(g\) at \(-E-E_g+i\Gamma\), up to a constant. Its argument falls as \(E\) rises, so three derivatives with respect to \(E\) bring a factor \((-1)^3\), and its change is minus the third-derivative expression. At the gap its third derivative is smaller than the resonant one by about \((\Gamma/2E_g)^{5/2}=6\times10^{-7}\), so the boxed law may be used for the whole \(\varepsilon\) there.

The Coulomb attraction is a more serious limit. The derivation used free relative motion, for which the field multiplies the return amplitude by one phase common to all wave vectors. With an attractive potential in \(H\) this factorization is lost, and the proof does not cover excitonic edges. The parameters of the example describe such an edge. A hydrogenic pair with \(\mu=0.06\,m\) and dielectric constant 12.25 has a binding energy of 5.4 meV, half of \(\Gamma\), and a radius of 10.8 nm; the potential drop across this radius equals the binding energy at 5 kV/cm, inside the scan of Section 15. With the attraction included, the zero-field absorption is 2.4 times the free-pair value at 50 meV above the gap and 1.9 times at 100 meV. The term of order \(F^2\) at the gap and 2 kV/cm becomes \((2.6+5.1i)\times10^{-4}\) in place of \((-0.54-0.54i)\times10^{-4}\), while the third derivative of the excitonic spectrum would give \((-1.3+6.2i)\times10^{-4}\). The tables therefore illustrate the free-pair model and do not predict the spectrum of a crystal with these parameters. The derivation also assumes a uniform field, a single pair of nondegenerate bands, a parabolic edge over the wave vectors involved, and one constant \(\Gamma\). For an anisotropic parabolic edge the cubic phase of Section 12, and hence \(W\), contains the reduced mass along the field.

## Values computed for the example and the checks

```
gap 1.5 eV, mu 0.06 m_e, 2|p|^2/m 10.0 eV
background eps 12.25, Gamma 10.0 meV
hbar^2/(2 mu) = 0.6350 eV nm^2
edge strength B = 2.1684 eV^(3/2)
zero-field broadened eps at gap = 12.18185+0.06815j
At E = gap: F(kV/cm), theta(meV), Omega(meV), Omega/Gamma,
  |d_eps| full, |d_eps| third-derivative, complex relative error,
  estimate 6.5625 (Omega/Gamma)^3
    1   1.852   1.167  0.117 1.9116e-05 1.9123e-05 0.0104 0.0104
    2   2.940   1.852  0.185 7.6059e-05 7.6493e-05 0.0399 0.0417
    4   4.666   2.940  0.294 2.9202e-04 3.0597e-04 0.1303 0.1667
    8   7.407   4.666  0.467 1.0016e-03 1.2239e-03 0.3135 0.6667
   16  11.758   7.407  0.741 2.8779e-03 4.8956e-03 0.5489 2.6670
Spectrum at 2 kV/cm: E-gap(meV), full d_eps, third-derivative d_eps (1e-4)
   -20  0.042+0.097j  0.042+0.096j
   -10  -0.126+0.297j  -0.125+0.301j
    -5  -0.527+0.209j  -0.542+0.213j
     0  -0.559-0.516j  -0.541-0.541j
     5  0.212-0.555j  0.210-0.535j
    10  0.298-0.119j  0.293-0.121j
    20  0.091+0.040j  0.091+0.040j
error of taking E^2 outside the derivative, at gap: 0.0267
antiresonant/resonant third derivative at gap: 6.41e-07
Unbroadened absorption at 100 kV/cm, theta = 39.90 meV, n = 3.50
  E-gap(meV), eta, alpha zero field (1/cm), alpha in field (1/cm)
   -100   2.507       0.0       1.0
    -50   1.253       0.0      48.3
      0  -0.000       0.0     879.8
     50  -1.253    4529.5    4554.1
    100  -2.507    6205.4    6064.1
largest deviation, diagonalization vs Airy response: 9.5e-06
largest deviation, time integral vs Airy response: 1.4e-10
first-correction coefficient, numerical: -6.561 (formula -6.5625)
```
